# When an amplified step spectrum first develops a meander peak

**Question**

I am stuck on an exercise about the meandering of an atomic step during epitaxial growth. The step starts with a fluctuation spectrum proportional to $1/q^2$. Growth then amplifies it, with a destabilizing term quadratic in the wavenumber $q$ and a damping term quartic in $q$. I am to show that a peak at finite wavenumber appears only after one e-folding time of the fastest mode.

I don't see why there should be any delay. The fastest mode outgrows all others from the first instant, so I expected a small bump at its wavenumber straight away. When I set the derivative of the spectrum to zero I get a quadratic equation in $q^2$, and at early times its roots are complex. I also don't know whether "e-folding" refers to the amplitude or to its square. Finally, would the delay survive on a real surface, where atoms arrive at random while the step is meandering?

**Answer**

The fastest mode does gain on its neighbours from the start, but it begins on a downhill slope. A bump needs the gain to beat that slope, and this takes a definite time.

**The model**

Let $h(x,t)$ be the displacement of the step from its straight mean position, measured in the frame that advances with the step. For small slopes take

$$\partial_t h=-a\,\partial_x^2h-b\,\partial_x^4h,\qquad a,b>0. \tag{1}$$

For a train of $N$ steps, $h$ can be read as the average displacement, which describes the mode in which all steps meander in phase. On a step of length $L$ with periodic ends, define

$$h_q=\frac1L\int_0^L h\,e^{-iqx}\,dx,\qquad S(q,t)=L\langle|h_q|^2\rangle .$$

For the train, $S$ carries an extra factor $N$, so that it stays comparable with the spectrum of one step. The numbers below are for $N=1$, that is, for the in-phase mode only; one step inside a real train also carries out-of-phase modes, discussed at the end.

Each $\partial_x$ becomes $iq$. Hence $-a\partial_x^2$ becomes $+aq^2$ and $-b\partial_x^4$ becomes $-bq^4$:

$$\frac{dh_q}{dt}=\omega(q)h_q,\qquad \omega(q)=aq^2-bq^4. \tag{2}$$

The amplitude grows as $e^{\omega t}$ and its square as $e^{2\omega t}$. With the initial spectrum $A/q^2$,

$$S(q,t)=\frac{A}{q^2}\,e^{2\omega(q)t}. \tag{3}$$

To find the fastest mode, complete the square in $q^2$:

$$\omega=\frac{a^2}{4b}-b\left(q^2-\frac{a}{2b}\right)^2 .$$

So the largest rate and its wavenumber are

$$\omega_{\max}=\frac{a^2}{4b},\qquad q_m^2=\frac{a}{2b}. \tag{4}$$

Modes with $q<\sqrt{a/b}=\sqrt2\,q_m$ grow, and shorter waves decay.

**Why there is a delay**

Since $S>0$, it rises or falls with $q$ according to the sign of its logarithmic slope. From (3), $\ln S=\ln A-2\ln q+2\omega t$, so

$$\frac{\partial\ln S}{\partial\ln q}=-2+2t\,q\,\omega'(q). \tag{5}$$

The $-2$ is the initial downhill slope. At $q_m$ we have $\omega'=0$, so amplification does nothing to the slope there: at every time the logarithmic slope at $q_m$ is still $-2$. This is why no bump can form with its top exactly at $q_m$. Any rise has to occur at smaller $q$, where $\omega$ is still increasing.

Now evaluate the term that opposes the $-2$:

$$q\omega'=2aq^2-4bq^4=\frac{a^2}{4b}-4b\left(q^2-\frac{a}{4b}\right)^2. \tag{6}$$

Expanding the square confirms this: it gives $-4bq^4+2aq^2-a^2/(4b)$, and the constants cancel. The largest value of $q\omega'$ is therefore $a^2/(4b)$, which equals $\omega_{\max}$. Put this into (5):

$$\frac{\partial\ln S}{\partial\ln q}\le-2+2\omega_{\max}t. \tag{7}$$

Define $t_c=1/\omega_{\max}=4b/a^2$. There are three cases.

- For $t<t_c$ the right side of (7) is negative. The spectrum falls at every $q>0$, and there is no peak.
- For $t=t_c$ the slope vanishes at the single point $q^2=a/(4b)$, that is, at $q=q_m/\sqrt2$. It is negative on both sides, so this is a horizontal inflection and not yet a peak.
- For $t>t_c$ the slope is positive in an interval around that point. It is negative at very small and very large $q$. The spectrum therefore falls to a valley, rises to a peak and falls again.

This proves the claim, with "e-folding" referring to the amplitude. The power $|h_q|^2$ of the fastest mode has by then grown by $e^2$, so the same instant is two e-folding times of the power.

The equality of the two maxima has a simple origin. Replacing $q$ by $\sqrt2\,q$ in (2) gives $\omega(\sqrt2\,q)=2aq^2-4bq^4$, which is $q\omega'(q)$. The function that controls the slope is thus the growth rate itself, compressed along the $q$ axis by $\sqrt2$. It has the same height as $\omega$, and its maximum lies at $q_m/\sqrt2$.

**Where the peak goes**

Your quadratic equation follows from setting (5) to zero, so that $tq\omega'=1$. By (6),

$$4b\left(q^2-\frac{a}{4b}\right)^2=\frac1{t_c}-\frac1t .$$

Before $t_c$ the right side is negative, which is why you found complex roots. After $t_c$, divide by $4b$ and take the root. Since $1/(4bt_c)=a^2/(16b^2)$,

$$q_\pm^2=\frac{a}{4b}\left(1\pm r\right)=\frac{q_m^2}{2}(1\pm r),\qquad r=\sqrt{1-\frac{t_c}{t}}. \tag{8}$$

The plus sign gives the peak and the minus sign the valley. They are born together at $q_m/\sqrt2$ and separate.

At late times $r\simeq1-t_c/(2t)$. The peak then obeys $q_+^2\simeq q_m^2[1-t_c/(4t)]$ and approaches $q_m$ from below. The valley obeys $q_-^2\simeq q_m^2t_c/(4t)=1/(2at)$ and moves towards zero. The damping coefficient has dropped out of the valley position, as it should for such long waves.

The height of the peak above the valley follows from (3). Write $u=q^2/q_m^2$. With $a=2bq_m^2$ and $\omega_{\max}=bq_m^4$, the rate becomes $\omega=\omega_{\max}(2u-u^2)$. The two roots satisfy $u_++u_-=1$ and $u_+-u_-=r$, so

$$(2u_+-u_+^2)-(2u_--u_-^2)=2r-r\cdot1=r .$$

Therefore

$$\ln\frac{S(q_+)}{S(q_-)}=\frac{2t}{t_c}\,r-\ln\frac{1+r}{1-r}. \tag{9}$$

Just after onset $r$ is small and $t/t_c=1/(1-r^2)\simeq1+r^2$. The right side becomes $2r+2r^3-(2r+\tfrac23r^3)=\tfrac43r^3$ to leading order. The contrast therefore starts as the $3/2$ power of $t/t_c-1$. The peak exists mathematically just after $t_c$, but it is very shallow at first.

**What depends on the inverse square**

Start instead from a spectrum proportional to $q^{-p}$ with $p>0$. The $-2$ in (5) becomes $-p$, and the onset condition is $2t\omega_{\max}=p$:

$$t_{\rm onset}=\frac p2\,t_c. \tag{10}$$

The delay is one amplitude e-folding time for $p=2$, half of one for $p=1$ and one and a half for $p=3$. Scanning the amplified spectra for the first rise with $q$, in time steps of $0.001\,t_c$, gave $0.501$, $1.001$ and $1.501\,t_c$ for $p=1,2,3$. Each is the formula's value to within the step.

It also matters which quantity is plotted. The spectrum of the step slope $\partial_xh$ is $q^2S=Ae^{2\omega t}$. Without noise during growth, it starts flat and has its maximum at $q_m$ for every $t>0$; such noise moves the maximum to larger $q$. Your expectation of an immediate bump is correct for the slope spectrum.

**Numbers for a copper-like surface**

Take rough values in the regime of vicinal Cu(001) grown somewhat above room temperature: $T=350$ K, atomic spacing $d=0.256$ nm, terrace width $l=2.2$ nm, kink energy $\varepsilon=0.13$ eV and deposition rate $R=0.01$ monolayers (ML) per second. For the effective coefficients take $a=0.09$ nm²/s and $b=1.0$ nm⁴/s.

The prefactor $A$ comes from thermal kinks. Let the step jump by $n$ atomic spacings from one column to the next, independently in each column, with probability proportional to $z^{|n|}$, where $z=e^{-\varepsilon/kT}$. The weights sum to $(1+z)/(1-z)$, and the sum of $n^2z^{|n|}$ is $2z(1+z)/(1-z)^3$. Hence $\langle n^2\rangle=2z/(1-z)^2$.

There are $L/d$ columns, each contributing $nd$ to the integral of the slope. Independent contributions add in the mean square, so the slope spectrum is $L\cdot L^{-2}\cdot(L/d)\,d^2\langle n^2\rangle=d\langle n^2\rangle$. For $qd\ll1$, dividing by $q^2$ gives $S=A/q^2$ with

$$A=\frac{2dz}{(1-z)^2}.$$

Here $kT=0.03016$ eV and $z=0.01343$, so $A=0.00706$ nm. In the continuum description $A=kT/\tilde\beta$, where $\tilde\beta$ is the step stiffness; this gives $\tilde\beta=4.27$ eV/nm.

From (4), $q_m^2=0.09/2=0.045$ nm⁻², so $q_m=0.212$ nm⁻¹ and the fastest wavelength is $2\pi/q_m=29.6$ nm. The largest rate is $0.09^2/4=0.002025$ s⁻¹. Thus

$$t_c=\frac{1}{0.002025\ \mathrm{s}^{-1}}\approx494\ \mathrm{s},$$

or about 4.9 ML of deposition. The inflection appears at a wavelength of $\sqrt2\times29.6=41.9$ nm.

At $2t_c$ we have $r=1/\sqrt2$. Equation (8) puts the peak at 32.1 nm and the valley at 77.4 nm. Equation (9) gives $2.83-1.76=1.07$, so the peak is 2.9 times as high as the valley.

**The peak is local**

Equation (3) still diverges as $q\to0$, so on an infinite step the peak is never the global maximum. On a step of length $L$ the longest wave has $q_1=2\pi/L$ and hardly grows if $q_1\ll q_m$. At late times the peak height is close to $(A/q_m^2)e^{2t/t_c}$. Equating this to $A/q_1^2$ gives

$$t\simeq t_c\ln\frac{q_m}{q_1}.$$

For $L=1000$ nm this is $t_c\ln(1000/29.6)=3.52\,t_c$. Solving with the full spectrum gives $3.51\,t_c$.

The linear equation may no longer hold by then. The mean-square slope carried by the unstable band is

$$\langle(\partial_xh)^2\rangle=\frac A\pi\int_0^{\sqrt{a/b}}e^{2\omega t}\,dq .$$

Its square root is 0.050 at $t_c$ and 0.11 at $2t_c$, which is small. At $3.51\,t_c$ it is 0.43, so the overtaking time is an extrapolation, whereas at the onset the slope is small compared with one. That is not enough to keep the coefficients constant on a crystal step. In the kink model above, the stiffness of a uniformly tilted step changes on the slope scale $2z\approx0.027$: it falls to about 0.46 of its zero-slope value at slope 0.05 and to about 0.24 at slope 0.10. A constant $b$ is therefore only a rough approximation even at $t_c$. These figures leave out noise added during growth. With the noise estimated in the next section, the slopes roughly double and the overtaking moves forward to about $2.8\,t_c$, but the slope at $t_c$ is still only about 0.10.

**Random noise removes part of the delay**

Equation (3) amplifies fluctuations present at the start and adds none later. To include new ones, write $dh_q/dt=\omega h_q+\eta_q$, with noise uncorrelated in time and $L\langle\eta_q(t)\eta_q^*(t')\rangle=\mathcal N\delta(t-t')$. The variance then obeys $dS/dt=2\omega S+\mathcal N$, with solution

$$S=\frac A{q^2}e^{2\omega t}+\mathcal N\,\frac{e^{2\omega t}-1}{2\omega}. \tag{11}$$

Two sources contribute to $\mathcal N$.

*Thermal noise.* Suppose that the quartic damping is entirely thermal relaxation. Without growth ($a=0$) it must leave the equilibrium spectrum unchanged: $0=-2bq^4(A/q^2)+\mathcal N_{\rm th}$. Hence $\mathcal N_{\rm th}=2bq^2A$.

*Deposition noise.* An atom occupying area $\Omega=d^2$ and joining the step at $x$ changes $h_q$ by $(\Omega/L)e^{-iqx}$. In time $t$ the step receives on average $RlLt/\Omega$ atoms. If they arrive independently and lateral diffusion before attachment is ignored, the squares add:

$$L\,\frac{\Omega^2}{L^2}\,\frac{RlLt}{\Omega}=\Omega Rl\,t,\qquad \mathcal N_{\rm dep}=\Omega Rl .$$

Both sources bring the peak forward, for the following reason. The factor multiplying $\mathcal N$ in (11) equals $\int_0^te^{2\omega s}ds$, which increases with $\omega$ and hence with $q$ as long as $q<q_m$. The source $\mathcal N$ itself is constant or increases as $q^2$. So at $q_m/\sqrt2$ the noise part of $S$ has a positive slope. At $t_c$ the noiseless part has zero slope there, so the total is already rising. By continuity it was rising slightly earlier too.

For thermal noise alone the shift is independent of the parameters. Since $\mathcal N_{\rm th}/(2\omega)=bA/(a-bq^2)=A/[q_m^2(2-u)]$, equation (11) becomes

$$S=\frac{A}{q_m^2}\left[\frac Eu+\frac{E-1}{2-u}\right]=\frac{A}{q_m^2}\,\frac{2E-u}{u(2-u)},\qquad E=e^{2(t/t_c)(2u-u^2)} .$$

Apart from the prefactor, only $u$ and $t/t_c$ remain. A numerical scan finds the first rise at $0.62\,t_c$.

The effect of deposition noise does depend on the parameters. Here $\mathcal N_{\rm dep}=1.44\times10^{-3}$ nm³/s, compared with $\mathcal N_{\rm th}=6.4\times10^{-4}$ nm³/s at $q_m$. With both sources the peak appears at $0.47\,t_c$, or about 230 s instead of 494 s. At $t_c$ the power at $q_m$ is 4.4 nm³, against 1.2 nm³ without noise. The noise added during growth thus supplies most of the signal in this example, and neglecting it is a poor approximation.

**How far this describes real copper**

The wavelength of 29.6 nm is an input in disguise: I chose $a$ and $b$ to place it at tens of nanometres, and did not derive them from a microscopic mechanism. In particular, an extra barrier for atoms descending a step gives at most $a=Rl^2/2=0.024$ nm²/s for this terrace width and deposition rate. The value used here is nearly four times larger and would need another source, such as a barrier for atoms moving around kinks. The onset time inherits that uncertainty. Because $t_c=4b/a^2$, doubling $a$ at fixed $b$ shortens it fourfold.

This uncertainty outweighs the effect of noise. With $a=0.0242$ nm²/s and the same $b$, $t_c$ would be about 6800 s, nearly fourteen times longer, whereas noise roughly halves the onset time at the coefficients chosen here. The continuum picture is also strained. On the initial equilibrium step, kinks are on average 9.7 nm apart, so there are only about three per fastest wavelength. More kinks are needed as the meander steepens. Without noise, the rms meander at $t_c$ from waves between $q_m/2$ and the edge of the unstable band is 0.25 nm, about one atomic spacing. With both noise sources it is 0.46 nm, still less than two spacings. Equation (3) should therefore be read as a statistical average, not as the shape of one short piece of step. It also describes only the in-phase mode. The spectrum of one step inside a train averages over the phase shift $\varphi$ between neighbouring steps, and for a complete step-edge barrier these modes are damped at the extra rate $R(1-\cos\varphi)/\cosh(ql)$, with $R\approx5\,\omega_{\max}$ here. Adding that damping leaves the noiseless onset almost unchanged ($0.97\,t_c$), but moves the onset with both noise sources to about $0.3\,t_c$ and lowers the power at $q_m$ and $t_c$ from 4.4 to about 0.8 nm³.

So the bound in your exercise holds for linear, noiseless amplification of an inverse-square spectrum. A peak in a measured $S(q)$ before $t_c$ would not by itself contradict the growth law (2), since noise during growth can produce it. The remaining values are in the numerical output below.

## Numbers as computed

```
temperature: 350 K
thermal energy kT: 0.03016 eV
kink energy: 0.13 eV
atomic spacing: 0.256 nm
site area: 0.0655 nm^2
terrace width: 2.2 nm
deposition rate: 0.01 ML/s
growth coefficient a: 0.09 nm^2/s
damping coefficient b: 1.0 nm^4/s
kink Boltzmann factor z: 0.01343
spectral prefactor A: 0.00706 nm
step stiffness kT/A: 4.27 eV/nm
fastest wavenumber q_m: 0.2121 1/nm
fastest wavelength: 29.6 nm
edge of unstable band: 0.300 1/nm
largest growth rate: 0.002025 1/s
onset time t_c: 493.8 s
deposited by t_c: 4.94 ML
power gain of fastest mode at t_c: 7.389
wavenumber at onset: 0.1500 1/nm
wavelength at onset: 41.9 nm
scanned onset, initial q^-1: 0.501 t_c
scanned onset, initial q^-2: 1.001 t_c
scanned onset, initial q^-3: 1.501 t_c
peak wavenumber at 2 t_c: 0.1960 1/nm
peak wavelength at 2 t_c: 32.1 nm
valley wavenumber at 2 t_c: 0.0812 1/nm
valley wavelength at 2 t_c: 77.4 nm
S peak / S valley at 2 t_c: 2.90
S(q_m) at t=0: 0.1570 nm^3
S(q_m) at t_c, no noise: 1.160 nm^3
S(q_m) at t_c, both noises: 4.438 nm^3
thermal noise at q_m: 6.358e-04 nm^3/s
deposition noise: 1.442e-03 nm^3/s
onset, thermal noise: 0.622 t_c
onset, both noises: 0.471 t_c
onset time, both noises: 233 s
rms slope in unstable band at t_c: 0.050
rms slope in unstable band at 2 t_c: 0.111
rms meander at t_c, q_m/2 to band edge: 0.249 nm
mean distance between kinks: 9.7 nm
step length: 1000 nm
peak overtakes longest mode at: 3.51 t_c
linear rms slope at that time: 0.43
```
